**Acoustic-phonon cooling of doped graphene: numerical test**

The program tests $P=\Sigma(T_e^4-T_l^4)$ with $\Sigma=\pi^2D^2\mu/(15\rho v^3s^3)$, in units where $\hbar=k_B=1$. Here $P$ is the power per area from electrons at $T_e$ to phonons at $T_l$, $D$ the unscreened deformation potential, $\mu$ the chemical potential, $\rho$ the mass per area, and $v$ and $s$ the electron and sound speeds. It asserts the zero-point strain against a diagonalized ring of masses and springs, and the electronic response against a sum with explicit spinors and a narrow Gaussian in place of the delta function. A direct golden-rule integral, with separate emission and absorption terms, is asserted against the fourth-power limit, its first correction, the crossover formula and the linear high-temperature law. Further assertions cover zero power at equal temperatures, the additive structure of the power, and the exponents 4 without and 6 with static screening. In the example, with $T_e$ at 0.05 of the Bloch–Grüneisen temperature, the direct power is 554 W/m², or 0.975 of the fourth-power value. The output also shows that the finite-temperature factor $B$ falls to 0.9 at 0.096 of the Bloch–Grüneisen temperature.

## Check in Python

```python
"""Cooling of doped graphene by in-plane longitudinal acoustic phonons.
Result under test, for temperatures far below T_BG = 2 s kF:
    P = Sigma (Te^4 - Tl^4),  Sigma = pi^2 D^2 mu / (15 rho v^3 s^3)
P: power per area from electrons (Te) to phonons (Tl); mu = v kF: chemical
potential; v: Dirac speed; s: sound speed; D: unscreened deformation
potential; rho: mass per area.  Here hbar = kB = 1, energies are in eV and
lengths in angstrom, so v and s stand for hbar*v and hbar*s (eV A), rho for
rho/hbar^2 (1/(eV A^4)), and P for hbar*P (eV^2/A^2).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

DEGENERACY = 4
v, s, mu, D, rho = 6.0, 0.12, 0.3, 20.0, 1100.0
Te, Tl = 0.0006, 0.0003
q_screen = 0.5
kF = mu / v
T_BG = 2 * s * kF
NODES, WEIGHTS = np.polynomial.legendre.leggauss(240)


def interval(low, high):
    half = 0.5 * (high - low)
    return low + half * (NODES + 1), half * WEIGHTS


def bose(x):
    return np.exp(-x) / (-np.expm1(-x))


def direct_power(T_el, T_ph, sound=s, screening=0.0):
    """Golden-rule power: integrate over the upper electron state k and the
    scattering angle; the lower state follows from energy conservation."""
    T_max = max(T_el, T_ph)
    assert 45 * T_max < mu
    k, wk = interval((mu - 45 * T_max) / v, (mu + 45 * T_max) / v)
    angle_max = 2 * np.arcsin(min(1.0, 45 * T_max / (2 * sound * kF)))
    angle, wa = interval(0.0, angle_max)
    k = k[:, None]
    angle = angle[None, :]
    lower = k * np.ones_like(angle)
    for _ in range(30):
        q = np.sqrt((k - lower)**2
                    + 4 * k * lower * np.sin(angle / 2)**2)
        lower = k - sound * q / v
    q = np.sqrt((k - lower)**2 + 4 * k * lower * np.sin(angle / 2)**2)
    omega = sound * q
    jacobian = v + sound * (lower - k * np.cos(angle)) / q
    overlap = np.abs((1 + np.exp(1j * angle)) / 2)**2
    coupling = D**2 * q / (2 * rho * sound) * overlap
    coupling = coupling * (q / (q + screening))**2
    x_up, x_low = (v * k - mu) / T_el, (v * lower - mu) / T_el
    n = bose(omega / T_ph)
    emission = expit(-x_up) * expit(x_low) * (n + 1)
    absorption = expit(-x_low) * expit(x_up) * n
    integrand = (k * lower * coupling * omega
                 * (emission - absorption) / np.abs(jacobian))
    # factor 2: scattering to the left and to the right
    return 2 * DEGENERACY / (2 * np.pi)**2 * (wk @ integrand @ wa)


def sigma(sound=s):
    return np.pi**2 * D**2 * mu / (15 * rho * v**3 * sound**3)


def reduction(t):
    """Finite-temperature factor B(t), t = T/T_BG, degenerate electrons."""
    value = quad(lambda x: x**3 / np.expm1(x)
                 * np.sqrt(max(0.0, 1 - (t * x)**2)),
                 0, min(1 / t, 60.0), epsabs=1e-13, epsrel=1e-11,
                 limit=300)[0]
    return 15 / np.pi**4 * value


def crossover_power(T_el, T_ph):
    return sigma() * (T_el**4 * reduction(T_el / T_BG)
                      - T_ph**4 * reduction(T_ph / T_BG)
                      ) / np.sqrt(1 - (s / v)**2)


# Zero-point strain of an elastic body, from a ring of masses and springs.
sites, mass, spring, spacing = 200, 3.0, 2.0, 1.5
stiffness = spring * (2 * np.eye(sites)
                      - np.roll(np.eye(sites), 1, axis=0)
                      - np.roll(np.eye(sites), -1, axis=0))
w2, modes = np.linalg.eigh(stiffness / mass)
moving = w2 > 1e-9
covariance = (modes[:, moving] / (2 * mass * np.sqrt(w2[moving]))
              ) @ modes[:, moving].T
q_ring = 2 * np.pi * 2 / (sites * spacing)
wave = np.exp(1j * q_ring * spacing * np.arange(sites)) / sites
strain2 = q_ring**2 * np.real(wave.conj() @ covariance @ wave)
ring_sound = spacing * np.sqrt(spring / mass)
strain2_formula = q_ring / (2 * sites * mass * ring_sound)
ring_ratio = strain2 / strain2_formula
assert abs(ring_ratio - 1) < 1e-3  # lattice dispersion is of order (q a)^2

# Electronic response R(q): explicit spinors and a narrow Gaussian delta.
q_test, T_test, width = 0.5 * kF, 0.003, 0.001
k, wk = interval((mu - 30 * T_test) / v, (mu + 30 * T_test) / v)
phi = np.linspace(0, 2 * np.pi, 4000, endpoint=False)[None, :]
k = k[:, None]
final = k * np.exp(1j * phi) + q_test
transfer = v * (np.abs(final) - k)
overlap = np.abs((1 + np.exp(1j * (np.angle(final) - phi))) / 2)**2
delta = np.exp(-0.5 * ((transfer - s * q_test) / width)**2) / (
    width * np.sqrt(2 * np.pi))
occupation = (expit(-(v * k - mu) / T_test)
              - expit(-(v * np.abs(final) - mu) / T_test))
angle_sum = np.sum(k * occupation * overlap * delta, axis=1)
response = (DEGENERACY / (2 * np.pi)**2 * 2 * np.pi / phi.size
            * (wk @ angle_sum))
response_formula = (DEGENERACY * s * np.sqrt(4 * kF**2 - q_test**2)
                    / (4 * np.pi**2 * v**2 * np.sqrt(1 - (s / v)**2)))
assert abs(response / response_formula - 1) < 1e-3  # finite delta width

# Power in the example; equilibrium; difference structure.
P_direct = direct_power(Te, Tl)
P_fourth = sigma() * (Te**4 - Tl**4)
P_cross = crossover_power(Te, Tl)
assert abs(P_direct / P_cross - 1) < 1e-4
assert abs(direct_power(Te, Te)) < 1e-10 * P_direct
T_mid = 0.00045
two_stage = direct_power(Te, T_mid) + direct_power(T_mid, Tl)
assert abs(two_stage / P_direct - 1) < 1e-4

# Fourth-power limit and its first correction.
cold_e, cold_l = 0.01 * T_BG, 0.005 * T_BG
cold_ratio = direct_power(cold_e, cold_l) / (
    sigma() * (cold_e**4 - cold_l**4))
deficit = 1 - cold_ratio * np.sqrt(1 - (s / v)**2)
coefficient = 20 * np.pi**2 / 21
deficit_formula = (coefficient / T_BG**2 * (cold_e**6 - cold_l**6)
                   / (cold_e**4 - cold_l**4))
assert abs(cold_ratio - 1) < 2e-3
assert abs(deficit - deficit_formula) < 5e-6

# Crossover; the tolerance allows for thermal smearing of order (T/mu)^2.
warm_ratio = direct_power(0.3 * T_BG, 0.15 * T_BG) / crossover_power(
    0.3 * T_BG, 0.15 * T_BG)
assert abs(warm_ratio - 1) < 5e-3

# Linear law between T_BG and mu, with a slow sound speed to open the window.
slow = 0.001 * v
T_BG_slow = 2 * slow * kF
hot_e, hot_l = 5 * T_BG_slow, 2.5 * T_BG_slow
linear_law = (sigma(slow) * 15 * T_BG_slow**3 / (16 * np.pi**3)
              * (hot_e - hot_l))
linear_ratio = direct_power(hot_e, hot_l, sound=slow) / linear_law
assert abs(linear_ratio - 1) < 1e-2  # corrections (T_BG/T)^2 and (T/mu)^2

# Exponents with and without static screening, both temperatures doubled.
T_low = 1e-5
exponent_bare = np.log2(direct_power(2 * T_low, T_low)
                        / direct_power(T_low, T_low / 2))
exponent_screened = np.log2(
    direct_power(2 * T_low, T_low, screening=q_screen)
    / direct_power(T_low, T_low / 2, screening=q_screen))
assert abs(exponent_bare - 4) < 1e-3
assert abs(exponent_screened - 6) < 0.02
screened_fraction = direct_power(Te, Tl, screening=q_screen) / P_direct

t_ten = brentq(lambda t: reduction(t) - 0.9, 0.02, 0.5)
hbar_eVs = const.hbar / const.e
kB_eV = const.k / const.e
to_SI = const.e / const.angstrom**2

print(f"hbar v = {v:.2f} eV A")
print(f"hbar s = {s:.2f} eV A")
print(f"s/v = {s / v:.3f}")
print(f"chemical potential mu = {mu:.2f} eV")
print(f"deformation potential D = {D:.1f} eV")
print(f"rho/hbar^2 = {rho:.0f} 1/(eV A^4)")
print(f"electron temperature kB Te = {Te:.5f} eV")
print(f"lattice temperature kB Tl = {Tl:.5f} eV")
print(f"Fermi wavevector kF = {kF:.4f} 1/A")
print(f"kB T_BG = {T_BG:.5f} eV")
print(f"T_BG converted = {T_BG / kB_eV:.1f} K")
print(f"Te/T_BG = {Te / T_BG:.4f}")
print(f"hbar Sigma/kB^4 = {sigma():.5f} 1/(eV^2 A^2)")
print(f"Sigma converted = {sigma() * kB_eV**4 / hbar_eVs * to_SI:.4f}"
      " W/(m^2 K^4)")
print(f"P, fourth-power law = {P_fourth / hbar_eVs:.3f} eV/(s A^2)")
print(f"P, crossover formula = {P_cross / hbar_eVs:.3f} eV/(s A^2)")
print(f"P, direct integral = {P_direct / hbar_eVs:.3f} eV/(s A^2)")
print(f"P, direct, converted = {P_direct / hbar_eVs * to_SI:.1f} W/m^2")
print(f"direct / fourth-power law = {P_direct / P_fourth:.5f}")
print(f"direct / crossover formula = {P_direct / P_cross:.7f}")
print(f"two-stage sum / direct = {two_stage / P_direct:.7f}")
print(f"zero-point strain, ring / formula = {ring_ratio:.6f}")
print(f"R(q) at q = kF/2, sum / formula = {response / response_formula:.6f}")
print(f"correction coefficient 20 pi^2/21 = {coefficient:.4f}")
print(f"deficit at Te = 0.01 T_BG, direct = {deficit:.4e}")
print(f"deficit at Te = 0.01 T_BG, formula = {deficit_formula:.4e}")
print(f"Te = 0.3 T_BG, direct / crossover = {warm_ratio:.5f}")
print(f"T/T_BG where B = 0.9: {t_ten:.4f}")
for t in (0.02, 0.05, 0.1, 0.2, 0.5, 1.0):
    step = 0.001
    slope = 4 + (np.log(reduction(t * np.exp(step)))
                 - np.log(reduction(t * np.exp(-step)))) / (2 * step)
    print(f"T/T_BG = {t:.2f}: B = {reduction(t):.5f}, "
          f"local exponent = {slope:.3f}")
print(f"linear regime (s/v = {slow / v:.3f}, Te = 5 T_BG, Tl = 2.5 T_BG):")
print(f"  direct / linear law = {linear_ratio:.5f}")
print(f"exponent test, lower electron temperature = {T_low:.1e} eV")
print(f"exponent without screening = {exponent_bare:.4f}")
print(f"screening wavevector q_s = {q_screen:.2f} 1/A")
print(f"exponent with screening = {exponent_screened:.4f}")
print(f"example, screened / unscreened power = {screened_fraction:.5f}")
print("OK")
```

It prints:

```
hbar v = 6.00 eV A
hbar s = 0.12 eV A
s/v = 0.020
chemical potential mu = 0.30 eV
deformation potential D = 20.0 eV
rho/hbar^2 = 1100 1/(eV A^4)
electron temperature kB Te = 0.00060 eV
lattice temperature kB Tl = 0.00030 eV
Fermi wavevector kF = 0.0500 1/A
kB T_BG = 0.01200 eV
T_BG converted = 139.3 K
Te/T_BG = 0.0500
hbar Sigma/kB^4 = 0.19231 1/(eV^2 A^2)
Sigma converted = 0.2581 W/(m^2 K^4)
P, fourth-power law = 35.499 eV/(s A^2)
P, crossover formula = 34.604 eV/(s A^2)
P, direct integral = 34.604 eV/(s A^2)
P, direct, converted = 554.4 W/m^2
direct / fourth-power law = 0.97480
direct / crossover formula = 0.9999991
two-stage sum / direct = 1.0000000
zero-point strain, ring / formula = 1.000165
R(q) at q = kF/2, sum / formula = 1.000055
correction coefficient 20 pi^2/21 = 9.3996
deficit at Te = 0.01 T_BG, direct = 9.8800e-04
deficit at Te = 0.01 T_BG, formula = 9.8696e-04
Te = 0.3 T_BG, direct / crossover = 1.00129
T/T_BG where B = 0.9: 0.0964
T/T_BG = 0.02: B = 0.99622, local exponent = 3.992
T/T_BG = 0.05: B = 0.97582, local exponent = 3.949
T/T_BG = 0.10: B = 0.89131, local exponent = 3.722
T/T_BG = 0.20: B = 0.56770, local exponent = 2.882
T/T_BG = 0.50: B = 0.11637, local exponent = 1.771
T/T_BG = 1.00: B = 0.02122, local exponent = 1.368
linear regime (s/v = 0.001, Te = 5 T_BG, Tl = 2.5 T_BG):
  direct / linear law = 0.99864
exponent test, lower electron temperature = 1.0e-05 eV
exponent without screening = 4.0000
screening wavevector q_s = 0.50 1/A
exponent with screening = 5.9971
example, screened / unscreened power = 0.00171
OK
```
